# Choosing the Block Length and Autocorrelation Window for Monte Carlo Error Bars

## The decision

A Monte Carlo run of an alloy, or of electrons in quantum Monte Carlo, returns an average and an error bar. On the error bar hangs a decision: is the difference between two structures resolved, or must the runs be extended? Successive configurations resemble each other, so the usual formula for independent data gives too small an error. Programs therefore offer a block length, or a window over which correlations are summed. For such positively correlated data, too short a setting makes the error bar too small; too long a setting makes the error bar itself noisy.

The analysis below gives a rule for each setting and a minimum run length. Times are counted in Monte Carlo steps, or in whatever interval separates the stored values.

## What the error bar should be

Let $x_1,\dots,x_N$ be the stored values after equilibration. The series is assumed stationary: its mean is constant and its covariance $C(t)=\langle x_ix_{i+t}\rangle-\langle x\rangle^2$ depends only on the separation $t$. Put $\rho(t)=C(t)/C(0)$. The sample mean is $m=N^{-1}\sum_i x_i$, and its variance is

$$v_N=\frac1{N^2}\sum_{i,j}C(i-j).$$

There are $N$ pairs with $i=j$ and $2(N-t)$ ordered pairs at distance $t\ge1$. Hence

$$v_N=\frac1N\Big[C(0)+2\sum_{t=1}^{N-1}\Big(1-\frac tN\Big)C(t)\Big].$$

If the correlations are summable and die out long before $t=N$, the factor $1-t/N$ may be replaced by 1. Define

$$\tau=\frac12+\sum_{t\ge1}\rho(t),\qquad V=\sum_{t=-\infty}^{\infty}C(t)=2\tau C(0).$$

Then the error bar is

$$\sqrt{v_N}\simeq\sqrt{V/N}=\sqrt{2\tau C(0)/N}.$$

The run is worth $N/(2\tau)$ independent values. Uncorrelated data have $\tau=1/2$, which restores the usual formula. To reach a target error $\epsilon$, one needs $N=2\tau C(0)/\epsilon^2$ steps.

## A process with known answer

A method for finding $\tau$ should be tried where $\tau$ is known. Take

$$x_{t+1}=a\,x_t+\sqrt{1-a^2}\,\xi_t,\qquad 0<a<1,$$

with independent unit normal $\xi_t$ and a unit normal first value. The variance stays at $a^2+(1-a^2)=1$. Multiplying by an earlier value and averaging removes the noise term, so each step multiplies the covariance by $a$: $C(t)=a^{|t|}$. The geometric series gives

$$\tau=\frac12+\frac a{1-a}=\frac{1+a}{2(1-a)}.$$

The finite-$N$ variance is also available. In $\sum_{t=1}^{N-1}(N-t)a^t$ each $a^t$ occurs $N-t$ times, so the sum can be regrouped:

$$\sum_{k=1}^{N-1}\sum_{t=1}^{k}a^t=\frac a{1-a}\sum_{k=1}^{N-1}(1-a^k)=\frac a{1-a}\Big[N-\frac{1-a^N}{1-a}\Big].$$

Multiplying by $2/N$ and adding $C(0)=1$,

$$v_N=\frac1N\Big[2\tau-\frac{2a(1-a^N)}{N(1-a)^2}\Big].$$

For $a=0.9$ and $N=65536$, $\tau=9.5$ steps and the exact error is $0.01703$. Treating the data as independent would give $0.00391$, too small by the factor $\sqrt{2\tau}=\sqrt{19}\approx4.4$.

## The window setting

### Why not sum every lag?

The covariance is estimated by

$$\hat C(t)=\frac1{N-t}\sum_{i=1}^{N-t}(x_i-m)(x_{i+t}-m),$$

and $V$ by the windowed sum $\hat V_W=\hat C(0)+2\sum_{t=1}^W\hat C(t)$. Including all lags, with the weights that appear in $v_N$, gives

$$\hat C(0)+2\sum_{t=1}^{N-1}\Big(1-\frac tN\Big)\hat C(t)=\frac1N\Big[\sum_i(x_i-m)\Big]^2=0.$$

The full sum is zero whatever the data, because the deviations from the sample mean add to zero. A cut is needed.

### Bias from the sample mean

Shift the true mean to zero, and let $A_t$ and $B_t$ be the averages of the first and last $N-t$ values. Expanding the product,

$$\langle\hat C(t)\rangle=C(t)-\langle m(A_t+B_t)\rangle+\langle m^2\rangle.$$

For $t,\tau\ll N$ almost every $x_i$ in $A_t$ has its whole correlation range inside the run. Therefore $\langle mA_t\rangle\simeq V/N$, and likewise for $B_t$ and for $\langle m^2\rangle$. The net shift is $-2V/N+V/N=-V/N$ at each lag. The window contains $2W+1$ lags, counting both signs, so

$$\langle\hat V_W\rangle\simeq V_W-\frac{2W+1}NV,\qquad V_W=\sum_{|t|\le W}C(t).$$

When $V_W\simeq V$, multiplying $\hat V_W$ by $1+(2W+1)/N$ removes this bias to leading order. The same shift is undone in $\hat C(0)$ by adding $V/N$ before $\tau=V/[2C(0)]$ is formed.

### Noise from a wide window

Assume Gaussian data. A fourth moment then splits into products of pairs, and for $s,t,\tau\ll N$

$$\mathrm{Cov}[\hat C(s),\hat C(t)]\simeq\frac1N\sum_k\big[C(k)C(k+t-s)+C(k+t)C(k-s)\big].$$

Here $k$ is the distance between the two starting points; summing over the first starting point supplied a factor $N$, which reduced $1/N^2$ to $1/N$. With $(C*C)(u)=\sum_kC(k)C(u-k)$ and $C$ even, the two terms are $(C*C)(s-t)$ and $(C*C)(s+t)$. Sum both over $s,t=-W,\dots,W$. Changing $t$ to $-t$ shows that the terms contribute equally, and $s-t=u$ occurs $2W+1-|u|$ times:

$$\mathrm{Var}(\hat V_W)\simeq\frac2N\sum_{|u|\le2W}(2W+1-|u|)(C*C)(u).$$

For $W\gg\tau$ the term $|u|$ is negligible where $C*C$ is appreciable. Since $\sum_u(C*C)(u)=V^2$,

$$\frac{\mathrm{Var}(\hat V_W)}{V^2}\simeq\frac{2(2W+1)}N.$$

Each added lag brings noise, even where it brings no signal. If $C\ge0$, the neglected terms make this simple form an overestimate. An error bar is a square root, so its relative uncertainty is half that of $V$, namely $\sqrt{(2W+1)/(2N)}$.

For the known process and $u\ge0$, the convolution has $u+1$ terms $a^u$ from $0\le k\le u$ and two outer tails, each $a^u\sum_{j\ge1}a^{2j}$. Thus

$$(C*C)(u)=a^{|u|}\Big[|u|+\frac{1+a^2}{1-a^2}\Big].$$

These moments were tested against explicit covariance matrices for $a=0.8$, $N=2000$, $W=23$, where $V=9$. The mean of $\hat V_W$ is $8.7414$, and the formula gives $8.7413$. Its variance is $3.19$; the full sum gives $3.26$ and the simple form $3.81$, which is 19% above the exact value.

### The automatic rule

Cutting at $W$ loses $2\sum_{t>W}a^t=2a^{W+1}/(1-a)$. Relative to $V=2\tau$ the loss is

$$\frac{a^{W+1}}{(1-a)\tau}\simeq e^{-W/\tau}\qquad(a\to1),$$

because then $(1-a)\tau\to1$ and $-\ln a\simeq1/\tau$. Write $W=c\tau$. The squared relative bias plus the relative variance of $V$ is approximately $e^{-2c}+(4c\tau+2)/N$. Setting its derivative to zero gives $e^{-2c}=2\tau/N$, or

$$c=\tfrac12\ln\frac N{2\tau}.$$

The best multiple depends only logarithmically on the run length. For $N=65536$ and $\tau=9.5$ it is about 4.1. The fixed choice $c=5$ leans slightly towards small bias here. Since $\tau$ is unknown, the rule uses the running estimate $\hat\tau(W)=\tfrac12+\sum_{t=1}^W\hat C(t)/\hat C(0)$:

**Take the smallest $W$ with $W\ge5\hat\tau(W)$.**

If a program asks for the multiple $c$, 5 is a sound starting value for a single dominant decay time. If it asks for $W$ itself, one should check afterwards that the inequality holds.

## The block-length setting

Divide the run into $n=N/B$ blocks of length $B$ and let $y_k$ be their means. Repeatedly averaging neighbouring pairs produces $B=1,2,4,\dots$ and leaves $m$ unchanged when $N$ is a power of two. Treating the block means as independent, the squared error of $m$ is estimated by

$$e_B^2=\frac1{n(n-1)}\sum_{k=1}^n(y_k-m)^2.$$

With the true mean at zero, $\sum_k(y_k-m)^2=\sum_ky_k^2-nm^2$. Its expectation is $n(v_B-v_N)$, where $v_B$ is the variance of one block mean, so

$$\langle e_B^2\rangle=\frac{v_B-v_N}{n-1}.$$

For $B$ much longer than the correlations, the variance formula becomes

$$v_B\simeq\frac VB\Big(1-\frac bB\Big),\qquad b=\frac1V\sum_t|t|C(t).$$

The known process has $b=2a/(1-a^2)$, and $b/\tau=4a/(1+a)^2$ tends to 1 as $a\to1$. Inserting $v_B\simeq nv_N(1-b/B)$ for $N\gg b$ and $n\gg1$ shows that $e_B^2$ has relative bias $-b/B\simeq-\tau/B$. The cause is the correlation that remains between neighbouring blocks across their common boundary.

If the block means are independent and Gaussian, $\sum_k(y_k-m)^2$ is a sum of $n-1$ independent squares. Each square has variance twice its squared mean, so the relative variance of $e_B^2$ is $2/(n-1)\simeq2B/N$. The quantity to minimise is therefore

$$\Big(\frac\tau B\Big)^2+\frac{2B}N,\qquad -\frac{2\tau^2}{B^3}+\frac2N=0,\qquad B^3=N\tau^2.$$

The table supplies its own estimate of $\tau$: since $e_1^2\simeq C(0)/N$ and $e_B^2\simeq2\tau C(0)/N$ on the plateau, $\tau_B=e_B^2/(2e_1^2)$. The rule is:

**Take the smallest power of two with $B^3\ge N\tau_B^2$.**

The rule rests on $b\simeq\tau$, which holds for a single decay time. With several decay times $b$ can be much larger than $\tau$; the optimum is then $B^3=Nb^2$, and the rule chooses blocks that are too short.

For $a=0.9$, $N=65536$ the formula gives $B=180.8$. A scan with the exact bias, but the same independent-block variance, has its minimum at $B=180$.

## Which method, and how long a run?

At its optimum, blocking has squared relative error $3(\tau/N)^{2/3}$ in $V$, as follows by inserting $B=N^{1/3}\tau^{2/3}$. The window with $c=5$ has variance about $20\tau/N$, plus a small fixed truncation bias. Halving the square roots gives the relative uncertainty of the error bar:

$$\text{blocking: }\tfrac{\sqrt3}2\Big(\frac\tau N\Big)^{1/3},\qquad\text{window: }\sqrt{5\tau/N}.$$

At $N=500\tau$ these are 11% and 10%; rounding $B$ up to a power of two makes the first 11 to 12%, and the choice hardly matters. For longer runs the window gains until its truncation bias, about 0.3% of the error bar for a single decay time, becomes visible. A run of $500\tau$ is thus a reasonable minimum if the error bar is to be good to about 10%, provided the data are roughly Gaussian. Local energies in quantum Monte Carlo need not be: near a node of an inexact trial function their distribution has a tail falling as $|E|^{-4}$, so the fourth moment diverges and these uncertainty formulas do not apply. For the one-dimensional oscillator sampled with the trial function $(x-\tfrac12)e^{-x^2/2}$, the window error bar at $N=500\tau$ is good only to about 25%.

The storage interval is a related setting. If only every $k$-th value is kept, the known process has $N/k$ values with correlation $a^k$ between neighbours, and the variance of the mean for $N\gg\tau$ is

$$\frac kN\,\frac{1+a^k}{1-a^k}\simeq\frac{2\tau}N\Big(1+\frac{k^2}{12\tau^2}\Big).$$

The last form uses $a^k\simeq e^{-k/\tau}$, the identity $(1+e^{-y})/(1-e^{-y})=\coth(y/2)$ and $\coth z\simeq1/z+z/3$. For a single decay time, storing one value per $\tau$ raises the variance by only about 8%; with several decay times the figure differs, and for the energy of the alloy ring below it is 11%. The time $\tau$ must then be counted in stored intervals.

## Reading one run

The first run of the known process, with $a=0.9$ and $N=65536$, has mean $0.00374$; the true mean is zero. The running estimate $\hat\tau(W)$ is $4.18$ at $W=5$, $8.39$ at $W=20$ and $9.43$ at $W=48$. Since $5\times9.43=47.2$, the rule is met at $W=48$. After the bias corrections $\tau=9.44$ steps. With $C(0)\simeq N e_1^2=65536\times0.00388^2=0.987$, the error bar is

$$\sqrt{2\times9.44\times0.987/65536}=0.0169.$$

Its relative uncertainty is $\sqrt{97/131072}=2.7\%$, and the exact error $0.0170$ lies well inside it. At $W=5000$ the running estimate has fallen to $7.28$. There the predicted bias is $-10001/65536=-15\%$ and the scatter is about 55%, so the fall carries no information about the process.

Blocking gives $0.00388$ at $B=1$ and $0.0122$ at $B=16$, still far below the plateau although $B$ exceeds $\tau$. At $B=128$, $\tau_B=(0.01652/0.00388)^2/2=9.1$, and $N\tau_B^2=5.4\times10^6$ exceeds $128^3=2.1\times10^6$. At $B=256$, $\tau_B=9.4$ and $N\tau_B^2=5.7\times10^6$ is below $256^3=1.7\times10^7$. The chosen error is $0.0168\pm0.0007$.

Beyond this level the table falls to $0.0156$ at $B=1024$ and rises to $0.021$ at $B=8192$. The expected values there are both $0.0170$, and the deviations are about one standard uncertainty or less. They are noise, which is why the largest entry, or the flattest stretch, should not be picked by eye.

Four hundred independent runs test the rules themselves. The average $V$ is $0.993$ of its exact value for the window, in line with the truncation loss of 0.6%. For blocking, the average squared error is $0.967$ of the exact one; the predicted bias at $B=256$ is $-3.7\%$. The relative scatters are 4.8% and 8.0%. One-sigma error bars from either method cover the true mean in 69% of the runs, against 68% for ideal Gaussian error bars. The formula for independent data covers it in 19%.

## An alloy chain

The second case is a real Metropolis chain for a model binary alloy. Eight sites on a ring carry $s_i=+1$ for species B and $-1$ for species A, with

$$\frac E{k_BT}=-0.4\sum_is_is_{i+1}-0.1\sum_is_i.$$

Each step picks a site at random and attempts to change its species, as if in contact with a reservoir. The observable is the fraction of B.

With $2^8=256$ states, $\tau$ can be found without simulation. Let $P$ be the transition matrix, $\pi$ the Boltzmann probabilities and $f$ the deviation of the composition from its mean. Then $C(t)=\sum_i\pi_if_i(P^tf)_i$. The sum $g=\sum_{t\ge0}P^tf$ obeys $(1-P)g=f$. This matrix is singular, because $P$ leaves constants unchanged, so one solves

$$(1-P+\mathbf 1\pi^T)g=f.$$

Multiplying from the left by $\pi^T$ and using $\pi^TP=\pi^T$ gives $\pi^Tg=\pi^Tf=0$; the added term therefore vanishes in the solution. Finally $\tau=\sum_i\pi_if_ig_i/C(0)-\tfrac12$, since the sum over $t\ge0$ counts lag zero with weight 1 instead of $\tfrac12$.

The results are a mean composition of $0.6087$, $C(0)=0.06496$ and $\tau=14.70$ steps. For $N=65536$ the error should be $\sqrt{2\times14.70\times0.06496/65536}=0.0054$. One simulated run gives $0.6017$, which is 1.3 such errors low. Its window error is $0.0052$ and its blocking error $0.0051$. Over 40 runs, the ratios of estimated to exact $V$ average $1.003$ and $0.967$. The methods thus work here on data that take nine discrete values and are not Gaussian. The composition is a favourable case, since 99.5% of its variance lies in one relaxation mode of the chain. The energy of the same ring mixes modes: it has $\tau=8.3$ steps and $b/\tau=1.37$, and even with exact covariances the window rule stops at $W=40$ and loses 4% of $V$.

## When the error bar cannot be trusted

**The run is too short.** For $a=0.9$ and $N=128$, about $13\tau$, the window's error bars cover the true mean in only about 60% of runs. In such short runs $\hat\tau(W)$ usually comes out too low, so the rule tends to stop well before $W=5\tau$. The estimated $V$ is then too small on average, even after the leading-order bias correction, and it also scatters strongly from run to run. Correcting the average alone would therefore not restore the coverage.

**A weak slow mode is present.** Suppose $\rho(t)=(1-w)e^{-t/\tau_1}+we^{-t/T}$ with $T\gg\tau_1\gg1$. The true $\tau$ is about $(1-w)\tau_1+wT$. For $\tau_1\ll W\ll T$, however, $\tau(W)\simeq(1-w)\tau_1+wW$. If $w<1/5$, the rule can stop near

$$W=\frac{5(1-w)\tau_1}{1-5w},$$

provided this is still much less than $T$. It then misses most of $wT$, even with noiseless covariances. In an alloy, slow ordering seen faintly through the energy could act this way. The remedy is to examine $\hat\tau(W)$ and the blocking table well beyond the automatic choice: a rise of more than about twice the uncertainty belonging to the larger $W$ or $B$ calls for a longer run, whereas a rise of one such uncertainty is not unusual by chance. The smaller uncertainty at the automatic choice is the wrong yardstick: in the known process with $N=65536$, which has no slow mode, more than half of all runs rise by over twice that amount somewhere. Even with the right yardstick a scan over many settings gives false alarms, in roughly 3% of such runs for the blocking table and 14% for windows up to $W=4096$. It also helps to analyse the observable that relaxes most slowly, such as an order parameter.

**The run never left one region.** If no transition to another phase occurred, the measured correlations do not include that slow process, and neither setting can supply its time scale. Runs from different starting structures can expose the problem when two means differ by several times their combined error $\sqrt{e_1^2+e_2^2}$, where $e_1$ and $e_2$ are the two error bars. A difference of one combined error is common by chance. Agreement does not prove that it is absent.

The numerical output below gives the complete blocking table and the test values.

## Calculated quantities

```
matrix check: a=0.8, N=2000, W=23, V=9.0000
  mean of V_W estimate: exact 8.7414, formula 8.7413
  its variance: exact 3.1865, full formula 3.2648, simple 3.8070
known process: a=0.9, N=65536 steps, exact tau=9.500 steps
exact error of mean 0.01703, uncorrelated 0.00391
one run: mean 0.00374
  raw tau(W=5) = 4.182 steps
  raw tau(W=10) = 6.362 steps
  raw tau(W=20) = 8.393 steps
  raw tau(W=48) = 9.431 steps
  raw tau(W=100) = 9.358 steps
  raw tau(W=1000) = 9.307 steps
  raw tau(W=5000) = 7.284 steps
window: W=48 steps, tau=9.442 steps, error 0.01686
  relative uncertainty of this error 0.0272
  truncation loss at this W 0.00603 of V
blocking: B, blocks, error, its uncertainty, root of expected square
      1  65536 0.00388 0.00001 0.00391
      2  32768 0.00535 0.00002 0.00538
      4  16384 0.00728 0.00004 0.00733
      8   8192 0.00965 0.00008 0.00971
     16   4096 0.01219 0.00013 0.01225
     32   2048 0.01422 0.00022 0.01439
     64   1024 0.01565 0.00035 0.01572
    128    512 0.01652 0.00052 0.01638
    256    256 0.01679 0.00074 0.01671
    512    128 0.01581 0.00099 0.01687
   1024     64 0.01559 0.00139 0.01695
   2048     32 0.01795 0.00228 0.01699
   4096     16 0.01776 0.00324 0.01701
   8192      8 0.02107 0.00563 0.01702
chosen B=256 steps, error 0.01679
best B: scan 180, formula 180.8 steps
400 runs: scatter of means 0.01678
  mean W 47.6, mean tau 9.441, scatter of tau 0.371 steps
  window V/exact 0.9931, scatter 0.0482, formula 0.0542
  W=1000: scatter 0.2522, formula 0.2471
  blocking V/exact 0.9668, scatter 0.0795, formula 0.0886
  blocking bias at B=256: exact -0.0370, -tau/B -0.0371
  coverage: window 0.693, blocking 0.693, naive 0.190
  coverage of window for N=128 steps: 0.596
alloy ring: 8 sites, coupling 0.4 kT, field 0.1 kT
  exact composition 0.60871, C(0) 0.06496, tau 14.703 steps
  exact asymptotic error for N=65536: 0.00540
  one run: composition 0.60167, W=67, tau 13.405 steps
  one run: window error 0.00516, blocking error 0.00506 (B=256)
  40 runs: V/exact window 1.0033, blocking 0.9668
```
